\section*{Resistivity of a thin circular wire with diffuse walls: two derivations, part 1}

(Sections cited here and not found follow in the second part.)

\section{The thin-wire law from the Boltzmann equation}

\subsection{What dimensions and symmetry fix}

A long metal wire of circular cross-section has diameter $d$. In the bulk of the same metal an electron travels a mean distance $\lambda$ between collisions, and the resistivity is $\rho_0$. The wire has a larger resistivity $\rho$, because its wall also scatters electrons. We ask for $\rho/\rho_0$ when $d\ll\lambda$.

Treat the electrons as classical particles between collisions, all moving at the Fermi speed. If the wall re-emits electrons with no memory of their arrival direction, it brings in no adjustable parameter. The dimensionless ratio can then depend on the two lengths through their quotient alone:
\begin{equation}
\frac{\rho}{\rho_0}=F(\kappa),\qquad \kappa=\frac d\lambda .
\label{eq:dimension}
\end{equation}
Now let $\lambda$ grow at fixed $d$. The bulk resistivity $\rho_0$ falls as $1/\lambda$. If wall collisions alone suffice to keep $\rho$ finite and nonzero, then $\rho$ must become independent of $\lambda$, and $F$ must grow in proportion to $\lambda$. By \eqref{eq:dimension} it then has the form
\begin{equation}
F(\kappa)\simeq A\,\frac{\lambda}{d},
\label{eq:form}
\end{equation}
with $A$ a pure number. Dimensions do not give $A$, nor do they prove that wall collisions suffice: electrons moving almost parallel to the axis travel very far before they meet the wall. Both questions need a calculation. The result is $A=1$, in the sense
\begin{equation}
\lim_{\kappa\to0}\frac d\lambda\,\frac{\rho}{\rho_0}=1 .
\label{eq:claim}
\end{equation}
This is a statement about a ratio. In the classical model used here, the difference $\rho/\rho_0-\lambda/d$ does not vanish; it grows logarithmically, as shown below.

\subsection{Model and linearized equation}

Algebra is in atomic units, $\hbar=m=e=1$, so the electron has charge $-1$ and its speed equals its wavenumber. The assumptions are a spherical Fermi surface of radius $k_F$, elastic and isotropic bulk scattering, low temperature compared with the Fermi energy, and a weak steady field $E$ along the wire axis $z$. The diameter is large compared with the Fermi wavelength, and interference between successive scattering events is neglected.

Let $\theta$ be the angle between the velocity and the $z$ axis, and $\boldsymbol\Omega$ the unit vector along the velocity. The distribution is $f=f_0(\varepsilon)+f_1$, where $f_0$ is the equilibrium function of the energy $\varepsilon=v^2/2$. The force on an electron is $-E$, so to first order the force term is
\begin{equation}
-E\,\frac{\partial f_0}{\partial v_z}=-E\,v_z f_0'(\varepsilon).
\end{equation}
Isotropic scattering removes electrons from a direction at the rate $v/\lambda$ and returns them evenly over all directions. With a bar for the average over directions, the steady Boltzmann equation becomes
\begin{equation}
\mathbf v\cdot\nabla f_1+\frac v\lambda\,(f_1-\bar f_1)=E\,v_z f_0'(\varepsilon).
\label{eq:boltz}
\end{equation}
Put $f_1=E\lambda f_0'(\varepsilon)\,h(\mathbf r,\boldsymbol\Omega)$ and divide by $E v f_0'$. Since $v_z=v\cos\theta$,
\begin{equation}
\lambda\,\boldsymbol\Omega\cdot\nabla h+h-\bar h=\cos\theta .
\label{eq:h}
\end{equation}
In the bulk the gradient vanishes and $h=\cos\theta$.

The problem is unchanged by the reflection $z\to-z$, except that the source $\cos\theta$ changes sign. We therefore seek $h$ odd in $\cos\theta$. This has two consequences. First, $\bar h=0$: electrons scattered in the bulk return nothing to the deviation, and no charge accumulates. Second, consider a diffuse wall. The occupation of the outgoing directions is the average over arriving electrons weighted by their normal speed. That weight is even in $\cos\theta$, so the average of the odd function $h$ is zero and
\begin{equation}
h=0\quad\text{for electrons leaving the wall.}
\label{eq:wall}
\end{equation}
An odd function satisfying \eqref{eq:h} with $\bar h=0$ and \eqref{eq:wall} thus solves the full problem. Among states uniform along the wire, the remaining freedom is a field-free steady state, a constant shift of $h$, which is excluded because the number of electrons is fixed.

\subsection{Integration along a straight path}

Follow the path through $\mathbf r$ backward until it meets the wall, at distance $L$. With $l$ the distance from that wall point, \eqref{eq:h} reads
\begin{equation}
\lambda\,\frac{dh}{dl}+h=\cos\theta,\qquad h(0)=0 .
\end{equation}
Multiplication by $e^{l/\lambda}/\lambda$ makes the left side the derivative of $h\,e^{l/\lambda}$. Integration from $0$ to $L$ gives
\begin{equation}
h=\cos\theta\left(1-e^{-L/\lambda}\right).
\label{eq:hsol}
\end{equation}
This is odd in $\cos\theta$, because $L$ is the same for $\theta$ and $\pi-\theta$. An electron which has just left the wall carries no memory of the field; after a distance much greater than $\lambda$ it has the bulk deviation.

The current density is minus the particle flux, with two spin states per volume $(2\pi)^3$ of wavenumber space:
\begin{equation}
j=-\frac{2}{(2\pi)^3}\int k^2\,dk\,d\Omega\;k\cos\theta\;E\lambda f_0' h .
\end{equation}
Here $k\,dk=d\varepsilon$, and $-f_0'$ integrates to one in a narrow range at the Fermi energy. Hence
\begin{equation}
\frac jE=\frac{k_F^2\lambda}{4\pi^3}\int d\Omega\,\cos\theta\,h .
\label{eq:local}
\end{equation}
In the bulk the angular integral is $\int d\Omega\cos^2\theta=4\pi/3$, so
\begin{equation}
\frac1{\rho_0}=\frac{k_F^2\lambda}{3\pi^2}.
\label{eq:rho0}
\end{equation}
The wire resistivity is defined by the current averaged over the cross-section. Let $s=L\sin\theta$ be the backward distance to the wall projected on the cross-section, and let angle brackets denote the average over uniformly distributed points of the disk. Dividing the averaged \eqref{eq:local} by \eqref{eq:rho0} gives
\begin{equation}
S\equiv\frac{\rho_0}{\rho}
=\frac{3}{4\pi}\left\langle\int d\Omega\,\cos^2\theta
\left(1-e^{-s/(\lambda\sin\theta)}\right)\right\rangle .
\label{eq:S}
\end{equation}

\subsection{Averages over the disk}

For a fixed projected direction, the disk is covered by parallel chords. A chord at distance $(d/2)\sin\beta$ from the center has length $c=d\cos\beta$, and $s$ runs uniformly from $0$ to $c$ along it. The element of offset is $(d/2)\cos\beta\,d\beta$ and the disk area is $\pi d^2/4$. For any function $G$,
\begin{equation}
\langle G(s)\rangle=\frac{2}{\pi d}\int_{-\pi/2}^{\pi/2}\!\!d\beta\,\cos\beta
\int_0^{d\cos\beta}\!\!G(s)\,ds .
\label{eq:disk}
\end{equation}
By the symmetry of the circle this holds for every projected direction. With $\int\cos^3\beta\,d\beta=4/3$ and $\int\cos^4\beta\,d\beta=3\pi/8$ over the full range,
\begin{equation}
\langle s\rangle=\frac d\pi\cdot\frac43=\frac{4d}{3\pi},\qquad
\langle s^2\rangle=\frac{2d^2}{3\pi}\cdot\frac{3\pi}{8}=\frac{d^2}{4}.
\label{eq:moments}
\end{equation}

\subsection{The limit}

Write $u=s/(\lambda\sin\theta)$. Since $1-e^{-u}<u$ for $u>0$, and $d\Omega=\sin\theta\,d\theta\,d\phi$,
\begin{equation}
S<\frac{3}{4\pi}\,2\pi\,\frac{\langle s\rangle}{\lambda}\int_0^\pi\cos^2\theta\,d\theta
=\frac{3\pi}{4}\,\frac{4d}{3\pi\lambda}=\kappa .
\label{eq:upper}
\end{equation}
The long paths $1/\sin\theta$ are cancelled by the small solid angle $\sin\theta\,d\theta$, so the integral is finite. Within this model $\rho/\rho_0>\lambda/d$ at every diameter.

For a lower bound use $1-e^{-u}\ge u(1-u/2)$ and keep the directions with $\sin\theta\ge\sqrt\kappa$. There $u\le d/(\lambda\sqrt\kappa)=\sqrt\kappa$, because $s\le d$. The directions left out occupy a range $2\arcsin\sqrt\kappa$ of $\theta$, so their share of $\int\cos^2\theta\,d\theta=\pi/2$ is at most $(4/\pi)\arcsin\sqrt\kappa$. Therefore
\begin{equation}
\left(1-\tfrac12\sqrt\kappa\right)\left(1-\tfrac4\pi\arcsin\sqrt\kappa\right)
\le\frac S\kappa<1
\label{eq:squeeze}
\end{equation}
for small $\kappa$. Both sides tend to one, which proves \eqref{eq:claim}. Combining it with \eqref{eq:rho0} gives the limiting resistivity
\begin{equation}
\rho\to\frac{\lambda}{d}\,\frac{3\pi^2}{k_F^2\lambda}=\frac{3\pi^2}{k_F^2d}.
\label{eq:rholimit}
\end{equation}
The bulk free path has dropped out and the diameter stands in its place.

\subsection{The integral at any diameter}

Apply \eqref{eq:disk} to \eqref{eq:S}. With $x=\kappa\cos\beta/\sin\theta$, the integral along one chord is
\begin{equation}
\int_0^c\left(1-e^{-s/(\lambda\sin\theta)}\right)ds
=c-\lambda\sin\theta\,(1-e^{-x})=\lambda\sin\theta\,(x-1+e^{-x}).
\end{equation}
The prefactor is $(3/4\pi)(2\pi)(2/\pi d)=3/(\pi d)$. Restricting both angles to the first quadrant supplies a factor $4$:
\begin{equation}
S=\frac{12}{\pi\kappa}\int_0^{\pi/2}\!\!d\beta\,\cos\beta\int_0^{\pi/2}\!\!d\theta\,
\sin^2\theta\cos^2\theta\,(x-1+e^{-x}).
\label{eq:chord}
\end{equation}
For a thick wire $x$ is large except near $\beta=\pi/2$. The term $x$ gives $(12/\pi)(\pi/4)(1/3)=1$, the bulk value, and the term $-1$ gives $-(12/\pi\kappa)(\pi/16)=-3/(4\kappa)$, the loss from a thin layer at the wall.

\subsection{How the limit is approached}

Set $a=s/\lambda$ and
\begin{equation}
J(a)=2\int_0^{\pi/2}\sin\theta\cos^2\theta\left(1-e^{-a/\sin\theta}\right)d\theta,
\qquad S=\tfrac32\langle J\rangle .
\end{equation}
The linear term of the exponential gives $\pi a/2$. What remains is $-2K$, where the substitution $u=a/\sin\theta$ yields
\begin{equation}
K=a^2\int_a^\infty\frac{q(u)}{u^3}\sqrt{1-\frac{a^2}{u^2}}\,du,\qquad q=e^{-u}-1+u .
\end{equation}
Write the root as $1-(1-\sqrt{\;\cdot\;})$, so that $K=a^2(I_1-I_2)$. Two integrations by parts give
\begin{align}
I_1&=\int_a^\infty\frac{q}{u^3}\,du
=\frac{q(a)}{2a^2}+\frac{1-e^{-a}}{2a}+\frac12\int_a^\infty\frac{e^{-u}}u\,du\nonumber\\
&=\frac14+\frac12-\frac12(\ln a+\gamma)+O(a).
\end{align}
The last integral follows from one more integration by parts and $\gamma=-\int_0^\infty e^{-u}\ln u\,du$, Euler's constant. In $I_2$ the bracket $1-\sqrt{\;\cdot\;}$ confines $u$ to values of order $a$, where $q=u^2/2+O(u^3)$. With $w=a/u$ and then $y=\sqrt{1-w^2}$,
\begin{equation}
I_2=\frac12\int_0^1\frac{1-\sqrt{1-w^2}}{w}\,dw+O(a)
=\frac12\int_0^1\frac{y\,dy}{1+y}+O(a)=\frac{1-\ln2}2+O(a).
\end{equation}
Collecting terms,
\begin{equation}
J=\frac{\pi a}2+a^2\left[\ln\frac a2+\gamma-\frac12\right]+O(a^3).
\label{eq:J}
\end{equation}

The average of $s^2\ln s$ is also needed. The inner integral in \eqref{eq:disk} is $c^3(\ln c-1/3)/3$, so
\begin{equation}
\langle s^2\ln s\rangle=\frac{d^2}4\left(\ln d-\frac13+\Lambda_4\right),\quad
\Lambda_n=\frac{\int_0^{\pi/2}\cos^n\beta\,\ln\cos\beta\,d\beta}{\int_0^{\pi/2}\cos^n\beta\,d\beta}.
\end{equation}
The integral $W_n=\int_0^{\pi/2}\cos^n\beta\,d\beta$ obeys $W_n=W_{n-2}(n-1)/n$ for real $n>1$, and $\Lambda_n=d\ln W_n/dn$. Hence $\Lambda_n=\Lambda_{n-2}+1/(n-1)-1/n$. The start is $\Lambda_0=-\ln2$: with $P=\int_0^{\pi/2}\ln\cos\beta\,d\beta=\int_0^{\pi/2}\ln\sin\beta\,d\beta$, addition gives $2P=\int_0^{\pi/2}\ln(\tfrac12\sin2\beta)\,d\beta=P-(\pi/2)\ln2$. Two steps, to $n=2$ and then to $n=4$, give $\Lambda_4=7/12-\ln2$, and
\begin{equation}
\langle s^2\ln s\rangle=\frac{d^2}4\left(\ln d+\frac14-\ln2\right).
\end{equation}
Averaging \eqref{eq:J} then produces
\begin{equation}
S=\kappa-\frac38\kappa^2\left[\ln\frac1\kappa+C\right]+O(\kappa^3),\qquad
C=2\ln2+\frac14-\gamma\approx1.059 .
\label{eq:Scorr}
\end{equation}
Inversion gives
\begin{equation}
\frac\rho{\rho_0}=\frac\lambda d+\frac38\left[\ln\frac\lambda d+C\right]+o(1).
\label{eq:rhocorr}
\end{equation}
The logarithm comes from directions close to the axis. The quadratic term of the exponential, weighted by solid angle, behaves there as $d\theta/\theta$, down to angles of order $\kappa$ at which bulk scattering cuts the path. Transverse quantization separates the allowed angles near the axis by an amount of order $\lambda_F/d$, with $\lambda_F$ the Fermi wavelength. The classical logarithm can therefore apply to a real wire only while $\kappa\gg\lambda_F/d$, that is, $d^2\gg\lambda\lambda_F$.

\section{The same law from a random walk, and what each route assumes}

\subsection{Symbols and results carried over}

The wire has diameter $d$, the bulk free path is $\lambda$, and $\kappa=d/\lambda$. Electrons move at the Fermi speed $v=k_F$ in atomic units; $\theta$ is the angle between velocity and axis. The ratio $S=\rho_0/\rho$ compares the bulk resistivity $\rho_0=3\pi^2/(k_F^2\lambda)$ with that of the wire. The distance $L$ to the wall along a path has the projection $s=L\sin\theta$ on the cross-section, with disk average $\langle s\rangle=4d/(3\pi)$. The first half found
\begin{equation}
S=\frac3{4\pi}\left\langle\int d\Omega\,\cos^2\theta\left(1-e^{-L/\lambda}\right)\right\rangle,
\qquad \frac S\kappa\to1,
\label{eq:recall}
\end{equation}
and the correction $\rho/\rho_0\simeq\lambda/d+\tfrac38[\ln(\lambda/d)+C]$ with $C\approx1.059$.

\subsection{From resistivity to diffusion}

The second route applies no field. It follows an electron in equilibrium and asks how fast it spreads along the wire. The link to resistivity is that a static potential drives no current in equilibrium.

Let $N$ be the number of states per volume and energy at the Fermi level, $\sigma$ the conductivity and $D$ the axial diffusion constant. In a slowly varying static potential the total chemical potential is uniform, so the local kinetic Fermi energy rises where the potential energy falls. The force on an electron is $-E$, hence the kinetic Fermi energy has gradient $-E$ and the density has gradient $-NE$. Diffusion then carries the particle flux $+DNE$. The drift flux is $-\sigma E$, because the charge is $-1$. Their sum is zero:
\begin{equation}
\sigma=ND .
\label{eq:einstein}
\end{equation}
For a wire much wider than the Fermi wavelength, $N$ is the bulk value. With $D_0$ the bulk diffusion constant,
\begin{equation}
S=\frac{\sigma}{\sigma_0}=\frac D{D_0}.
\label{eq:SD}
\end{equation}

The Boltzmann equation has given the thin-wire law $\rho/\rho_0\simeq\lambda/d$ with its logarithmic correction, and the equilibrium argument has reduced the second route to the ratio $D/D_0$. What remains is to find that ratio from the electron's random walk, work through a numerical example, and compare what the two derivations assume.
